# Diffusion Among Gaussian Traps with a Common Barrier Energy, part 1

(Sections cited here and not found follow in the second part.)

## First half: from one trap depth to a Gaussian distribution

### What dimensions and symmetry fix

A carrier hops between nearest neighbours of a hypercubic lattice in \(d\) dimensions, with spacing \(a\). Site \(i\) is a trap of depth \(E_i\), measured downwards from a barrier energy that is the same for every bond. The rate of hopping from site \(i\) to any one of its \(2d\) neighbours is

\[
w_i=\nu e^{-\beta E_i},\qquad \beta=\frac{1}{k_BT}.
\]

The attempt rate \(\nu\) belongs to one neighbour, not to all of them together, and is taken as independent of temperature. The rate depends on the site that is left and not on the site that is entered. This is the content of the shared barrier energy: the climb to the barrier starts from \(E_i\), and its top is the same whichever way the carrier goes.

The depths have mean \(U\) and standard deviation \(\sigma\), with a Gaussian distribution. There is one carrier, or so few that they do not meet.

The diffusion coefficient \(D\) has the dimension of length squared over time. The only length is \(a\) and the only rate is \(\nu\). The energies \(U\), \(\sigma\) and \(k_BT\) can enter only through ratios, so

\[
D=a^2\nu\,\Phi(\beta U,\beta\sigma).
\]

A symmetry removes one of the two variables. If every depth is increased by the same amount \(\Delta\), every rate is multiplied by \(e^{-\beta\Delta}\). The carrier then follows the same paths with all waiting times stretched by \(e^{\beta\Delta}\), and \(D\) is multiplied by \(e^{-\beta\Delta}\). Choosing \(\Delta=-U\) brings the mean depth to zero, hence

\[
D=a^2\nu\,e^{-\beta U}g(s),\qquad s=\beta\sigma,\qquad g(0)=1.
\]

What remains is one function of one variable. Symmetry does not say whether disorder slows the carrier, \(g<1\), or speeds it up, \(g>1\). Shallow sites release the carrier sooner and deep sites hold it longer, and it has to be found which of them wins.

### One depth

Let all depths equal \(U\), so that every rate is \(w=\nu e^{-\beta U}\). The carrier makes \(2dw\) hops per unit time on average. Hops in opposite directions are equally likely, and successive hops are independent. In the mean square displacement the cross terms between different hops therefore vanish, and each hop contributes \(a^2\):

\[
\langle r^2\rangle=2dw\,a^2t .
\]

The diffusion coefficient is defined by \(\langle r^2\rangle=2dDt\), so

\[
D=a^2w=a^2\nu e^{-\beta U}.
\]

The factor \(2d\) from the number of neighbours cancels the \(2d\) in the definition. This confirms \(g(0)=1\).

### Two depths on a checkerboard

Now let the sites alternate between rates \(w_1\) and \(w_2\), as the colours of a checkerboard do. Every hop changes the colour. The mean dwell times on the two kinds of site are

\[
\tau_1=\frac{1}{2dw_1},\qquad \tau_2=\frac{1}{2dw_2},
\]

because the total rate of leaving a site is \(2d\) times the rate to one neighbour. A pair of successive hops takes the time \(\tau_1+\tau_2\) on average and adds \(2a^2\) to the mean square displacement. Therefore

\[
D=\frac{1}{2d}\,\frac{2a^2}{\tau_1+\tau_2}
=\frac{2a^2}{1/w_1+1/w_2}.
\]

It is the dwell times that are averaged, not the rates. If \(w_2\) becomes much smaller than \(w_1\), then \(D\to2a^2w_2\): the deep sites control the motion, however fast the shallow ones are. An average of the rates would have given about \(a^2w_1/2\), which does not notice how deep the deep sites are.

On the checkerboard the two kinds of site are visited equally often by construction. With random depths this is not obvious, since a carrier might return to some sites more often than to others. The next step settles the matter.

### Any set of depths

Take a finite cell of \(N\) sites with any depths, and repeat it periodically to fill space. Let \(P_i(t)\) be the probability of finding the carrier on site \(i\) of the infinite lattice, at position \(\mathbf R_i\). With \(\mathbf e\) running over the \(2d\) unit vectors to the neighbours, the master equation is

\[
\frac{dP_i}{dt}=\sum_{\mathbf e}\left(w_{i-\mathbf e}P_{i-\mathbf e}-w_iP_i\right).
\]

The first term counts arrivals and the second departures. Let the carrier start at \(\mathbf R_0\). Multiply by \(|\mathbf R_i-\mathbf R_0|^2\), sum over \(i\), and relabel the arrival term by the site from which the hop starts:

\[
\frac{d\langle r^2\rangle}{dt}
=\sum_i w_iP_i\sum_{\mathbf e}\left(|\mathbf R_i+a\mathbf e-\mathbf R_0|^2-|\mathbf R_i-\mathbf R_0|^2\right).
\]

The bracket equals \(2a\,\mathbf e\cdot(\mathbf R_i-\mathbf R_0)+a^2\). The first part cancels between \(\mathbf e\) and \(-\mathbf e\), because both hops have the same rate \(w_i\). The second part is added \(2d\) times. Hence

\[
\frac{d\langle r^2\rangle}{dt}=2d\,a^2\sum_iw_iP_i(t).
\]

This holds at every time and for every start. Each squared displacement along a single axis obeys the same relation with \(2\) in place of \(2d\), so diffusion is equal along all axes even in a cell whose depths have no symmetry.

Let \(p_i(t)\) be the probability of being on site \(i\) of the cell in any of its periodic copies. The time-dependent diffusion coefficient is

\[
D(t)\equiv\frac{1}{2d}\frac{d\langle r^2\rangle}{dt}=a^2\sum_{i=1}^{N}w_ip_i(t).
\]

The long-time value requires the stationary \(p_i\). With \(y_i=w_ip_i\), the master equation on the cell reads

\[
\frac{dp_i}{dt}=\sum_{\mathbf e}(y_{i+\mathbf e}-y_i).
\]

It is stationary if all \(y_i\) are equal, that is, if \(p_i\propto1/w_i\). Every start leads there. To see this, let \(\delta p_i\) be the deviation from this state, with \(\sum_i\delta p_i=0\), and let \(\delta y_i=w_i\delta p_i\). Then

\[
\frac{d}{dt}\,\frac12\sum_iw_i\,\delta p_i^2
=\sum_i\delta y_i\sum_{\mathbf e}(\delta y_{i+\mathbf e}-\delta y_i)
=-\frac12\sum_i\sum_{\mathbf e}(\delta y_{i+\mathbf e}-\delta y_i)^2 .
\]

The last form follows by writing each bond from both of its ends and taking half the sum. The right side is negative unless all \(\delta y_i\) are equal. Since all \(w_i\) are positive and the \(\delta p_i\) add to zero, equal \(\delta y_i\) must all vanish. The deviation therefore dies out in a finite cell.

Normalization gives \(p_i=(1/w_i)/\sum_j(1/w_j)\), and the sum \(\sum_iw_ip_i\) becomes \(N/\sum_j(1/w_j)\). With angle brackets for the average over sites,

\[
D=\frac{a^2}{\langle1/w\rangle}=\frac{a^2}{2d\,\langle\tau\rangle},\qquad \tau_i=\frac{1}{2dw_i}.
\]

In the stationary state the number of departures per unit time, \(2dw_ip_i\), is the same for every site. In the long run all sites are visited equally often, and they differ only in how long they hold the carrier. The arrangement of the depths in space does not matter. With equal rates the formula returns \(a^2w\), and with two rates it returns the checkerboard result.

A numerical case with \(\sigma=k_BT\) tests this. A three-dimensional cell of \(6^3=216\) sites received the depths at the midpoints of 216 equally probable slices of a Gaussian, in random order. The mean depth was set to zero, which by the shift symmetry changes only the unit of time. A density modulated with a small wave number \(k\) decays at the rate \(Dk^2\), so the lowest eigenvalue of the master equation for such a modulation yields \(D\) without use of the stationary state. It gave \(0.61104\,a^2\nu\), and \(a^2/\langle1/w\rangle\) gave the same five digits.

### The start matters at early times

If the carrier starts from the stationary distribution, \(D(t)\) has its final value from the first moment. If it starts on any site with equal probability, \(p_i(0)=1/N\), then

\[
D(0)=a^2\langle w\rangle .
\]

The average of the rates is thus the answer to another question: how fast carriers spread just after they were placed without regard to depth.

Both limits were tested on a chain with a repeated cell of eight such depths, again with \(\sigma=k_BT\) and a uniform start. During the first \(10^{-4}/\nu\) the propagated mean square displacement gave \(D=1.4949\,a^2\nu\), against a mean rate of \(1.4952\,\nu\). Near the time \(100/\nu\) it gave \(0.66882\,a^2\nu\), equal to \(a^2/\langle1/w\rangle\) in all digits shown.

### Gaussian depths

Now let the cell grow, after the long-time limit has been taken for each cell. The site average becomes the average over the Gaussian:

\[
\left\langle e^{\beta E}\right\rangle
=\int_{-\infty}^{\infty}\frac{dE}{\sqrt{2\pi}\,\sigma}
\exp\left[-\frac{(E-U)^2}{2\sigma^2}+\beta E\right].
\]

Put \(E=U+x\) and complete the square:

\[
-\frac{x^2}{2\sigma^2}+\beta x
=-\frac{(x-\beta\sigma^2)^2}{2\sigma^2}+\frac{\beta^2\sigma^2}{2}.
\]

The shifted Gaussian integrates to one, which leaves

\[
\left\langle e^{\beta E}\right\rangle=e^{\beta U+\beta^2\sigma^2/2}.
\]

Since \(1/w=e^{\beta E}/\nu\), the diffusion coefficient is

\[
\boxed{D=a^2\nu\exp\left[-\frac{U}{k_BT}-\frac{\sigma^2}{2k_B^2T^2}\right]}
\]

The missing function is \(g(s)=e^{-s^2/2}\), and disorder slows the carrier. A uniform start begins instead with \(\langle e^{-\beta E}\rangle=e^{-\beta U+s^2/2}\), in which the disorder term has the opposite sign. The early and the final diffusion coefficient differ by the factor \(e^{s^2}\).

For \(s=1\) and zero mean depth the formula gives \(0.60653\,a^2\nu\). The 216-site cell gave a value 0.7% higher. As the cell agrees with its own average dwell time, this difference is that between 216 chosen depths and the full Gaussian.

The Gaussian also contains sites with \(E<0\), above the barrier, where the rate law has no meaning. The dwell time is weighted towards the depth \(U+\beta\sigma^2\), so such sites hardly affect the long-time \(D\) when this depth is large against \(\sigma\). The rate average is weighted towards the shallow depth \(U-\beta\sigma^2\), and its Gaussian value needs this smaller depth to be large against \(\sigma\). Activated hopping itself needs \(U\gg k_BT\).

### Which traps control the motion

The completed square says more than the value of the integral. The share of its time that the carrier spends at depth \(E\) is proportional to the Gaussian times \(e^{\beta E}\). This is again a Gaussian of width \(\sigma\), but centred at

\[
E^*=U+\frac{\sigma^2}{k_BT}.
\]

These are the controlling traps. They lie \(s\) standard deviations below the mean level and become deeper and rarer on cooling. The slope of an Arrhenius plot shows the same energy:

\[
-\frac{d\ln D}{d\beta}
=\frac{d}{d\beta}\left(\beta U+\frac{\beta^2\sigma^2}{2}\right)
=U+\beta\sigma^2=E^* .
\]

The plot of \(\ln D\) against \(1/T\) is thus curved. A straight line fitted over a narrow range around \(T\) returns \(E^*\), not the mean depth \(U\).

### How large a sample must be

A sample with \(N\) independent depths has its own mean dwell time. The mean of \(e^{2\beta E}\) follows from the Gaussian average with \(2\beta\) in place of \(\beta\), and is \(e^{2\beta U+2s^2}\). The variance of \(e^{\beta E}\), divided by its squared mean \(e^{2\beta U+s^2}\), is therefore \(e^{s^2}-1\). For an average over \(N\) independent sites the relative standard deviation is

\[
\frac{\delta\langle\tau\rangle}{\langle\tau\rangle}=\sqrt{\frac{e^{s^2}-1}{N}} .
\]

For \(s=1\) and \(N=400\) this is 0.0655, and 4000 random samples gave 0.0652. The formula for \(D\) describes a single sample if \(N\gg e^{s^2}\), a number that rises steeply on cooling.

## Second half: fields, carriers and a low-k film

### Symbols and results carried over

The lattice has spacing \(a\) and \(2d\) neighbours per site. A trap of depth \(E_i\) below the common barrier releases its carrier to each neighbour at the rate \(w_i=\nu e^{-\beta E_i}\), with \(\beta=1/(k_BT)\). The depths are Gaussian with mean \(U\) and standard deviation \(\sigma\), and \(s=\beta\sigma\). The long-time diffusion coefficient is

\[
D=\frac{a^2}{\langle1/w\rangle}=a^2\nu e^{-\beta U-s^2/2}.
\]

The stationary probability is proportional to \(1/w_i\), and the carrier spends its time around the depth \(E^*=U+\sigma^2/(k_BT)\). In a sample of \(N\) sites the mean dwell time scatters by the relative amount \(\sqrt{(e^{s^2}-1)/N}\).

### Barriers that are not quite equal

Let the barrier of the bond between \(i\) and \(j\) differ from the common value by \(b_{ij}\). The rate from \(i\) to \(j\) becomes \(w_ig_{ij}\), with \(g_{ij}=e^{-\beta b_{ij}}\) the same in both directions. With \(y_i=w_ip_i\),

\[
\frac{dp_i}{dt}=\sum_jg_{ij}(y_j-y_i).
\]

This has the form of a resistor network with potentials \(y_i\) and conductances \(g_{ij}\). Let \(y\) fall slowly along \(x\), with mean slope \(-G\). The mean current along an \(x\) bond is then \(g_{\rm eff}aG\), where \(g_{\rm eff}\) depends on the bonds and not on the traps. The occupation per site, averaged over a cell, is \(y\langle1/w\rangle\). The particle density is this divided by \(a^d\), and the current density is the bond current divided by \(a^{d-1}\). Their ratio in Fick's law gives

\[
D=\frac{g_{\rm eff}aG/a^{d-1}}{G\langle1/w\rangle/a^d}=\frac{a^2g_{\rm eff}}{\langle1/w\rangle}.
\]

The traps keep their factor, and the barriers add another. To bound it, set the mean drop per \(x\) bond to one in a periodic cell of \(N\) sites. The drop \(v_b\) on each bond is then one for \(x\) bonds and zero for the others, plus differences of a periodic potential. As the currents \(g_bv_b\) are conserved at each site, these differences contribute nothing to the dissipated power:

\[
\sum_bg_bv_b^2=\sum_{x\ \rm bonds}g_bv_b=Ng_{\rm eff}.
\]

Current conservation is also the condition that the power is a minimum with respect to the periodic potential. Setting that potential to zero can only raise the power, so \(g_{\rm eff}\le\langle g\rangle\), averaged over \(x\) bonds. For the other side, the drops on the \(x\) bonds add to \(N\), and the Cauchy–Schwarz inequality gives

\[
N^2=\Big(\sum_xv_b\Big)^2\le\Big(\sum_xg_bv_b^2\Big)\Big(\sum_x\frac1{g_b}\Big)\le Ng_{\rm eff}\,N\langle1/g\rangle .
\]

Thus \(1/\langle1/g\rangle\le g_{\rm eff}\le\langle g\rangle\). For a Gaussian spread \(\sigma_b\) about the common barrier, the bounds are \(e^{-\beta^2\sigma_b^2/2}\) and \(e^{+\beta^2\sigma_b^2/2}\). In the 216-site lattice with a spread of \(0.7\,k_BT\), the computed factor was 1.109, between the sample's own bounds 0.845 and 1.308.

The long-time diffusion coefficient is set by the mean dwell time, which for Gaussian depths gives the disorder factor \(e^{-s^2/2}\), and unequal barriers multiply it by a further factor that has been bounded. What remains is the effect of a field, of carrier density and trap filling, and the application to a low-k film, including tunnelling and charged traps.
